# Triplet energies of an octahedral d8 ion from two holes

The system is an ion with eight electrons in one d shell, at the centre of a regular octahedron of ligands. The five d orbitals are taken to share one radial function. The angular functions are written as \(|m\rangle\), with \(m=2,\dots,-2\), or in real form,

\[
|0\rangle=z^2,\qquad |\pm2\rangle=\frac{(x^2-y^2)\pm i\,xy}{\sqrt2},\qquad |\pm1\rangle=\mp\frac{xz\pm i\,yz}{\sqrt2},
\]

where \(z^2\) stands for the orbital \(3z^2-r^2\), and each real symbol denotes a normalized orbital. The octahedral field splits the shell into the pair \(e\) (\(z^2\), \(x^2-y^2\)), which points at the ligands, and the triple \(t_2\) (\(xy,xz,yz\)), which points between them. Their energies are

\[
\varepsilon_e=+6Dq,\qquad \varepsilon_{t_2}=-4Dq,\qquad Dq>0 .
\]

The symbol \(Dq\) is a single parameter. The orbital gap is \(10Dq\), and the zero is the mean orbital energy, since \(2\cdot6-3\cdot4=0\). All states below are even under inversion, so the label \(g\) is dropped.

The Hamiltonian contains this field and the Coulomb repulsion within the shell. Spin-orbit coupling and configurations outside \(d^8\) are left out. Within this model the level \({}^3T_2\) lies exactly \(10Dq\) above \({}^3A_2\), and the two \({}^3T_1\) levels are the roots of a 2×2 matrix in \(Dq\) and one repulsion parameter \(B\).

Eight electrons leave two holes, and two particles are easier to treat than eight. Let \(p,q,r,s\) label real spin orbitals and let \(v_{pqrs}=\langle pq|1/r_{12}|rs\rangle\), in units that absorb the charge factor. The repulsion is

\[
V=\tfrac12\sum v_{pqrs}\,a_p^\dagger a_q^\dagger a_s a_r .
\]

An electron annihilator creates a hole, so \(a_p=h_p^\dagger\). Moving the hole creators to the left with \(h_ph_q^\dagger=\delta_{pq}-h_q^\dagger h_p\) gives

\[
\begin{aligned}
h_ph_qh_s^\dagger h_r^\dagger={}&\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}
-\delta_{qs}h_r^\dagger h_p-\delta_{pr}h_s^\dagger h_q\\
&+\delta_{ps}h_r^\dagger h_q+\delta_{qr}h_s^\dagger h_p
+h_r^\dagger h_s^\dagger h_qh_p .
\end{aligned}
\]

The first two terms sum to the repulsion energy \(W\) of the full shell. The four one-body terms combine in pairs, because \(v_{pqrs}=v_{qpsr}\), into

\[
-\sum_{pr}u_{pr}h_r^\dagger h_p,\qquad u_{pr}=\sum_q(v_{pqrq}-v_{pqqr}).
\]

Here \(u\) is the mean field of a full shell. A full shell is unchanged by rotations of space and of spin, so \(u\) is a multiple of the unit matrix in the d shell, \(u_{pr}=u\,\delta_{pr}\). Since \(W=\frac12\sum_pu_{pp}=5u\), two holes contribute \(-2u=-\frac25W\). The last term is the repulsion between holes. It has the same integrals as that between electrons, because \(v_{pqrs}=v_{rspq}\) for real orbitals. The field becomes \(\sum\varepsilon_pa_p^\dagger a_p=\sum\varepsilon_p-\sum\varepsilon_ph_p^\dagger h_p\), and its first sum vanishes. Therefore

\[
H(d^8)=\tfrac35W+V_{\text{holes}}-\sum_p\varepsilon_p h_p^\dagger h_p .
\]

A hole in \(e\) costs \(-6Dq\) and a hole in \(t_2\) costs \(+4Dq\). The constant \(\frac35W\) has no effect on excitation energies.

In a triplet the two holes can be given parallel spins, so their orbital part is antisymmetric. Write

\[
|a,b|=\frac{a(1)b(2)-b(1)a(2)}{\sqrt2}.
\]

Five orbitals give ten such pairs. The largest value of \(M=m+m'\) is 3, from \(|2,1|\). There is one pair with \(M=2\), namely \(|2,0|\), two with \(M=1\), and two with \(M=0\); negative \(M\) mirrors this. The pattern is that of one \(L=3\) and one \(L=1\), which are the terms \({}^3F\) (7 orbital states) and \({}^3P\) (3 orbital states). The repulsion commutes with \(\mathbf L\), and each \(L\) occurs once, so it is fixed on all triplets by two energies, \(E_F\) and \(E_P\).

To find them, expand the repulsion in Legendre polynomials of the angle \(\omega\) between the two particles:

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),\qquad
P_k(\cos\omega)=\sum_qC_{kq}^*(1)C_{kq}(2).
\]

The radial integrals are the Slater integrals \(F^k\), and only \(k=0,2,4\) survive between d orbitals. Define the reduced forms \(F_0=F^0\), \(F_2=F^2/49\) and \(F_4=F^4/441\).

The state \(|2,1|\) belongs to \({}^3F\), so \(E_F\) is its direct integral minus its exchange integral. With \(c=\cos\theta\), the densities of \(|2\rangle\) and \(|1\rangle\) are \(\frac{15}{16}(1-c^2)^2\) and \(\frac{15}{4}c^2(1-c^2)\) on \(-1\le c\le1\). They give \(\langle c^2\rangle=\frac17,\frac37\) and \(\langle c^4\rangle=\frac1{21},\frac5{21}\), respectively. Inserting these in \(P_2=\frac12(3c^2-1)\) and \(P_4=\frac18(35c^4-30c^2+3)\) gives

\[
\langle P_2\rangle=-\tfrac27,\ \tfrac17;\qquad \langle P_4\rangle=\tfrac1{21},\ -\tfrac4{21}.
\]

The direct integral is the sum of products \(F^0-\frac2{49}F^2-\frac4{441}F^4=F_0-2F_2-4F_4\). The exchange integral needs \(\langle2|C_{k1}|1\rangle\), with

\[
C_{21}=-\sqrt{\tfrac32}\,\sin\theta\,c\,e^{i\varphi},\qquad
C_{41}=-\tfrac{\sqrt5}4\sin\theta\,(7c^3-3c)e^{i\varphi}.
\]

Up to a sign that drops out on squaring, the elements are

\[
\begin{aligned}
\sqrt{\tfrac32}\,\tfrac{15}8\int_{-1}^1(1-c^2)^2c^2\,dc&=\sqrt{\tfrac32}\,\tfrac27,\\
\tfrac{\sqrt5}4\,\tfrac{15}8\int_{-1}^1(1-c^2)^2(7c^4-3c^2)\,dc&=-\tfrac{\sqrt5}{21}.
\end{aligned}
\]

Their squares are \(\frac6{49}\) and \(\frac5{441}\); for \(k=0\) the element vanishes by orthogonality. The exchange integral is thus \(6F_2+5F_4\), and

\[
E_F=F_0-8F_2-9F_4 .
\]

The other energy follows from the trace over all ten pairs, \(7E_F+3E_P\), which equals half the sum of direct minus exchange integrals over all \(m,m'\). The summed density of the five orbitals is spherical, so the direct part is \(25F^0\). The exchange part contains \(\sum_m\phi_m(1)\phi_m^*(2)=\frac5{4\pi}P_2(\cos\omega)\), and becomes

\[
25\sum_kF^k\,\tfrac12\int_{-1}^1P_2^2P_k\,dx .
\]

Since \(P_2^2=\frac15P_0+\frac27P_2+\frac{18}{35}P_4\) and \(\frac12\int P_k^2dx=1/(2k+1)\), this is \(5F^0+\frac{10}7F^2+\frac{10}7F^4\). Hence

\[
7E_F+3E_P=10F^0-\tfrac57F^2-\tfrac57F^4=10F_0-35F_2-315F_4,
\]

which gives

\[
E_P=F_0+7F_2-84F_4,\qquad E_P-E_F=15(F_2-5F_4)\equiv15B .
\]

This defines the Racah parameter \(B\), taken positive here. The second parameter, \(C=35F_4\), does not appear separately in any triplet excitation. Because \(L^2\) equals 12 for \(L=3\) and 2 for \(L=1\), the repulsion on all triplets can be written

\[
V=E_F+\frac{3B}2\,(12-L^2).
\]

The field is diagonal in pairs of real orbitals, while the repulsion is diagonal in \(L\). For four of the ten states there is no conflict. The pairs \(|0,2|\) and \(|0,-2|\) are the only ones with \(M=\pm2\), so they are pure \(L=3\), and so are their combinations

\[
|z^2,x^2-y^2|=\frac{|0,2|+|0,-2|}{\sqrt2},\qquad
|z^2,xy|=\frac{|0,2|-|0,-2|}{i\sqrt2}.
\]

Each is an eigenstate of the field as well, hence of the whole Hamiltonian. The first has two \(e\) holes and is the only triplet pair of that kind, so it is nondegenerate in its orbital part. A quarter turn about \(z\) leaves \(z^2\) alone and reverses \(x^2-y^2\), so the pair changes sign. That makes it \(A_2\), since \(A_1\) would be unchanged. The second has one hole of each kind. The cubic rotations carry it into \(|x^2,yz|\) and \(|y^2,xz|\), where \(x^2\) and \(y^2\) stand for \(3x^2-r^2\) and \(3y^2-r^2\). The first factor only follows the axis and never changes sign, so the three pairs transform as \(xy,yz,xz\), which is \(T_2\). Without the common constant,

\[
\begin{aligned}
E({}^3A_2)&=E_F-6Dq-6Dq=E_F-12Dq,\\
E({}^3T_2)&=E_F-6Dq+4Dq=E_F-2Dq,
\end{aligned}
\]

and therefore

\[
\boxed{E({}^3T_2)-E({}^3A_2)=10Dq.}
\]

One hole has moved from \(e\) to \(t_2\), which in electron language is the step \(t_2^6e^2\to t_2^5e^3\). The repulsion energy is the same before and after, because both states belong wholly to \({}^3F\). The result therefore holds for any ratio \(Dq/B\).

The states with \(M=0\) are different. Inserting the real orbitals gives

\[
|2,-2|=-i\,|x^2-y^2,xy|,\qquad |1,-1|=i\,|xz,yz| ,
\]

so these two pairs are also eigenstates of the field. The first has one \(e\) and one \(t_2\) hole, with energy \(-6Dq+4Dq=-2Dq\). The second has two \(t_2\) holes, with energy \(8Dq\). Under the cubic rotations that keep the \(z\) axis in place, both behave as the coordinate \(z\): a quarter turn about \(z\) leaves them unchanged, and a half turn about \(x\), or about the line \(x=y\) in the plane \(z=0\), reverses them. With the partners for the \(x\) and \(y\) axes they form two sets of type \(T_1\). The count \(1+3+3+3=10\) exhausts the triplets.

The repulsion conserves \(M\), so it can mix these two pairs with each other but with no other pair. Their matrix of \(L^2=L_-L_++L_z^2+L_z\) follows from \(l_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle\). Raising gives

\[
L_+|2,-2|=2|2,-1|,\qquad L_+|1,-1|=2|2,-1|+\sqrt6\,|1,0| .
\]

Lowering gives \(L_-|2,-1|=2|1,-1|+2|2,-2|\) and \(L_-|1,0|=\sqrt6|1,-1|\), where the term \(|0,0|\) vanishes by antisymmetry. For \(M=0\) only \(L_-L_+\) contributes, and in the order \(|2,-2|,|1,-1|\)

\[
L^2=\begin{pmatrix}4&4\\4&10\end{pmatrix},\qquad
V-E_F=\frac{3B}2(12-L^2)=B\begin{pmatrix}12&-6\\-6&3\end{pmatrix}.
\]

Adding the field energies \(-2Dq\) and \(8Dq\), and subtracting the field energy \(-12Dq\) of \({}^3A_2\), gives the matrix of \({}^3T_1\) energies above \({}^3A_2\):

\[
\boxed{M=\begin{pmatrix}12B+10Dq&-6B\\-6B&3B+20Dq\end{pmatrix}.}
\]

The sign of the off-diagonal element depends on the phases of the basis states and does not affect the roots. The trace is \(15B+30Dq\), and the determinant is

\[
(12B+10Dq)(3B+20Dq)-36B^2=270B\,Dq+200(Dq)^2 .
\]

The discriminant is \((15B+30Dq)^2-4[270B\,Dq+200(Dq)^2]\), so the roots are

\[
\boxed{E_\pm=15Dq+\tfrac{15}2B\pm\tfrac12R,\quad
R=\sqrt{225B^2-180B\,Dq+100(Dq)^2}.}
\]

The same matrix can be written between the free-ion terms. The eigenvectors of \(L^2\) are \((1,2)/\sqrt5\) for \(L=3\) and \((2,-1)/\sqrt5\) for \(L=1\). Between them the field \(\mathrm{diag}(-2,8)Dq\) has the elements \((-2+32)/5=6\), \((-8+8)/5=0\) and \((-4-16)/5=-4\), in units of \(Dq\). Measured from \(E_F\), the matrix is

\[
\begin{pmatrix}6Dq&-4Dq\\-4Dq&15B\end{pmatrix}.
\]

Here the field couples \({}^3F\) to \({}^3P\); in \(M\) the repulsion couples two hole configurations. These are two bases for one operator, with different zeros of energy: adding \(12Dq\) to both diagonal elements refers this matrix to \({}^3A_2\), and its roots are then \(E_\pm\).

For \(Dq\ll B\), \(R\approx15B-6Dq\), so \(E_-\approx18Dq\) and \(E_+\approx15B+12Dq\), the levels of the separate terms. For \(Dq\gg B\), \(R\approx10Dq-9B\), so \(E_-\approx10Dq+12B\) and \(E_+\approx20Dq+3B\), the diagonal elements of \(M\). Between these limits, completing the square,

\[
R^2=100\,(Dq-0.9B)^2+144B^2 ,
\]

shows that the two levels never cross. For fixed \(B\) they are closest at \(Dq=0.9B\), where the diagonal elements of \(M\) are equal and the gap is \(12B\), twice the coupling.

The order of the levels is also fixed. The matrix \(M-10Dq\) has determinant \(12B(3B+10Dq)-36B^2=120B\,Dq\) and trace \(15B+10Dq\), both positive, so both \({}^3T_1\) levels lie above \({}^3T_2\). In the free-ion basis the lower root lies below the diagonal element \(6Dq\), which is \(18Dq\) above \({}^3A_2\). Thus \(10Dq<E_-<18Dq\), and \({}^3A_2\) is the lowest triplet. The singlet energies involve \(C\) as well and are not derived here. For \(C=4B\), numerical diagonalization in the 25 determinants with \(M_S=0\) puts \({}^3A_2\) lowest at each of the seven values of \(Dq/B\) sampled between 0.05 and 4.

As an example take the round values \(Dq=850\) and \(B=900\ \mathrm{cm^{-1}}\), which stand for no particular compound. The first excitation is \(\nu_1=10Dq=8500\ \mathrm{cm^{-1}}\), or 1.054 eV. For the other two,

\[
\begin{aligned}
15Dq+\tfrac{15}2B&=12750+6750=19500\ \mathrm{cm^{-1}},\\
R&=\sqrt{182.25-137.70+72.25}\times10^3=10807.4\ \mathrm{cm^{-1}},
\end{aligned}
\]

so that

\[
\begin{aligned}
\nu_2&=19500-5403.7=14096.3\ \mathrm{cm^{-1}}\ (1.748\ \mathrm{eV}),\\
\nu_3&=19500+5403.7=24903.7\ \mathrm{cm^{-1}}\ (3.088\ \mathrm{eV}).
\end{aligned}
\]

The decimals serve to follow the arithmetic; the model does not describe a real complex to that accuracy. Without the coupling between \({}^3F\) and \({}^3P\) the levels would lie at \(18Dq=15300\) and \(15B+12Dq=23700\ \mathrm{cm^{-1}}\). The coupling pushes them apart by \(1203.7\ \mathrm{cm^{-1}}\) each.

The composition follows from the roots. For a 2×2 matrix with diagonal elements \(a,b\) and root separation \(R\), the weight of the second basis state in the lower eigenvector is the derivative of the lower root with respect to \(b\):

\[
w_b=\frac{\partial E_-}{\partial b}=\frac12\left(1-\frac{b-a}R\right).
\]

In the free-ion basis \(b-a=15B-6Dq=8400\ \mathrm{cm^{-1}}\), so the lower level has a \({}^3P\) weight of 0.111. In the basis of \(M\), \(b-a=10Dq-9B=400\ \mathrm{cm^{-1}}\), and the weight of \(t_2^4e^4\) (two \(t_2\) holes) is 0.481. The lower level is thus mostly \({}^3F\), yet almost an even mixture of the two configurations. At this field strength the free-ion label describes it better than a single configuration does.

The formulas can be used in reverse. The trace of \(M\) is \(\nu_2+\nu_3=15B+3\nu_1\), so

\[
B=\frac{\nu_2+\nu_3-3\nu_1}{15}=\frac{39000-25500}{15}=900\ \mathrm{cm^{-1}} .
\]

Three excitation energies determine two parameters, which leaves one condition, from the determinant: \(\nu_2\nu_3=27B\nu_1+2\nu_1^2\). If the three bands are correctly assigned to these triplet levels, measured energies that violate it beyond their uncertainty show that the model is incomplete for that complex.

The derivation shows where this can happen. If covalent bonding gives the \(e\) and \(t_2\) orbitals different radial functions, the repulsion is no longer that of a spherical shell. The mean field \(u\) need not be the same for both kinds of hole, and \({}^3A_2\) and \({}^3T_2\) need not have equal repulsion energies, so \(\nu_1\) need not equal the orbital gap. Spin-orbit coupling can mix triplets with singlets and split the triplet levels. A tetragonal or trigonal distortion of the octahedron lowers the symmetry and splits the \({}^3T_2\) level into a single orbital state and a degenerate pair. Mixing with configurations outside \(d^8\) adds terms that \(B\) and \(Dq\) need not absorb. The interval \(10Dq\) is exact for the stated Hamiltonian, and its use for a measured band is an approximation.

Numbers in the example were calculated in double precision.
